\section*{Drude Weight of Nondegenerate Electrons in a Weakly Nonparabolic Kane Band}

\section*{Exercise}

Electrons in a semiconductor obey the Kane dispersion law
\begin{equation}
E(1+\alpha E)=\gamma(\mathbf k),\qquad \gamma=\sum_i\frac{\hbar^2k_i^2}{2m_i},
\label{kane}
\end{equation}
where $E$ and $\mathbf k$ are measured from the band edge, $m_i$ are the band-edge masses along the principal axes of a valley, and $\alpha>0$ measures the nonparabolicity. The electrons are nondegenerate, and $\alpha kT\ll1$ (here $k$ without an index, next to $T$, is Boltzmann's constant). The Drude weight $D$ is defined by the conductivity $\sigma=iD/\omega$ at frequencies far above the scattering rate, for fields varying as $e^{-i\omega t}$.

(a) Show that, to first order in $\alpha kT$ and at fixed electron density $n$, $D$ is smaller by the fraction $5\alpha kT$ than in a parabolic band with the same band-edge masses.

(b) Evaluate the fraction for $\alpha=0.5$ per eV at 300 K. How large is the next order, and what would the change do to the refractive index at 1550 nm if the intraband formula held there?

\section*{Hints}

\begin{enumerate}
\item A uniform field displaces all electrons by the same $\delta\mathbf k$. Find the current of the displaced distribution. Which derivative of $E$ must be averaged?
\item Rescale the components of $\mathbf k$ so that $\gamma$ becomes spherical. A thermal average of a second derivative is then one third of the average of the Laplacian.
\item Use $s=1+2\alpha E$. Equation (\ref{kane}) gives $s^2=1+4\alpha\gamma$.
\item In the first-order term the average may be taken with the parabolic distribution. Ask why the change of the distribution does not matter there.
\end{enumerate}

\section*{Solution}

\subsection*{The quantity to be averaged}

An electron has charge $-e$, so in a field $\mathbf F e^{-i\omega t}$ without collisions $\hbar\,d(\delta\mathbf k)/dt=-e\mathbf F e^{-i\omega t}$. The time derivative is multiplication by $-i\omega$, and the amplitude is
\begin{equation}
\delta\mathbf k=\frac{-e\mathbf F}{-i\omega\hbar}=-\frac{ie}{\hbar\omega}\mathbf F .
\end{equation}
An electron that started at $\mathbf k$ now moves with velocity $\mathbf v(\mathbf k+\delta\mathbf k)$, where $\mathbf v=\nabla_{\mathbf k}E/\hbar$. The equilibrium distribution carries no current. To first order in the field,
\begin{equation}
j_i=-en\sum_j\left\langle\frac{\partial v_i}{\partial k_j}\right\rangle\delta k_j
=\frac{i}{\omega}\,ne^2\sum_j\left\langle\frac1{\hbar^2}\frac{\partial^2E}{\partial k_i\partial k_j}\right\rangle F_j ,
\end{equation}
where the brackets are the average over the electrons in equilibrium. Comparison with $\sigma=iD/\omega$ gives
\begin{equation}
D_{ij}=ne^2\left\langle\frac1{\hbar^2}\frac{\partial^2E}{\partial k_i\partial k_j}\right\rangle .
\label{D}
\end{equation}
The average is thus over the inverse curvature mass. This is an intraband result: the photon energy must also be small compared with the gaps to other bands, a condition examined below.

\subsection*{Reduction to a sphere}

Let $\kappa_i=k_i\sqrt{m_0/m_i}$, with $m_0$ the free-electron mass. Then $\gamma=\hbar^2\kappa^2/2m_0$, and $E$ depends on $\kappa=|\boldsymbol\kappa|$ alone. Each derivative with respect to $k_i$ brings a factor $\sqrt{m_0/m_i}$. The off-diagonal averages vanish because they are odd in a component of $\boldsymbol\kappa$, and the three diagonal averages $\langle\partial^2E/\partial\kappa_i^2\rangle$ are equal by symmetry. Hence
\begin{equation}
\left\langle\frac1{\hbar^2}\frac{\partial^2E}{\partial k_i^2}\right\rangle=\frac{\langle C\rangle}{m_i},\qquad
C=\frac{m_0}{3\hbar^2}\nabla_\kappa^2E .
\label{C}
\end{equation}
The same factor $\langle C\rangle$ multiplies every component of the inverse mass. It therefore survives a sum over equally filled, differently oriented valleys. For valleys along the cubic axes, with one longitudinal mass $m_l$ and two transverse masses $m_t$,
\begin{equation}
D=D_0\langle C\rangle,\qquad D_0=\frac{ne^2}{m_c},\qquad \frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).
\end{equation}

\subsection*{The curvature of the Kane band}

Differentiating (\ref{kane}) gives $(1+2\alpha E)\,dE=d\gamma$, so with $s=1+2\alpha E$
\begin{equation}
\frac{dE}{d\gamma}=\frac1s,\qquad
\frac{d^2E}{d\gamma^2}=-\frac1{s^2}\,\frac{ds}{d\gamma}=-\frac{2\alpha}{s^3}.
\end{equation}
The spherical $\gamma$ has $\nabla^2_\kappa\gamma=3\hbar^2/m_0$ and $|\nabla_\kappa\gamma|^2=\hbar^4\kappa^2/m_0^2=2\hbar^2\gamma/m_0$. By the chain rule,
\begin{align}
\nabla^2_\kappa E&=\frac{dE}{d\gamma}\nabla^2_\kappa\gamma+\frac{d^2E}{d\gamma^2}|\nabla_\kappa\gamma|^2
=\frac{\hbar^2}{m_0}\left(\frac3s-\frac{4\alpha\gamma}{s^3}\right).
\end{align}
Since $4\alpha\gamma=s^2-1$, the bracket is $3/s-1/s+1/s^3$, and
\begin{equation}
C=\frac13\left(\frac2s+\frac1{s^3}\right).
\label{Cs}
\end{equation}
The two terms have a direct meaning in the scaled space. The velocity there is proportional to $\boldsymbol\kappa/s$. A small push perpendicular to $\boldsymbol\kappa$ turns the velocity without changing $s$, which gives $1/s$ for each of two directions. A push along $\boldsymbol\kappa$ also raises $s$, and the response falls to $1/s^3$.

\subsection*{The thermal average}

For small $\alpha E$, $1/s=1-2\alpha E+\dots$ and $1/s^3=1-6\alpha E+\dots$. Equation (\ref{Cs}) becomes
\begin{equation}
C=1-\frac{4+6}{3}\,\alpha E+O(\alpha^2)=1-\frac{10}3\alpha\gamma+O(\alpha^2),
\label{C1}
\end{equation}
where $E=\gamma-\alpha\gamma^2+\dots$ allows $E$ to be replaced by $\gamma$ in the first-order term.

Nonparabolicity also changes the distribution over $\boldsymbol\kappa$. The leading term of $C$ is the constant 1, however, and its average is 1 for any normalized distribution. The change of the distribution acts on the term already proportional to $\alpha$, so it enters $\langle C\rangle$ at order $\alpha^2$. The parabolic Boltzmann factor $e^{-x}$, with $x=\gamma/kT=q^2$, suffices:
\begin{equation}
\langle x\rangle_0=\frac{\int_0^\infty q^4e^{-q^2}dq}{\int_0^\infty q^2e^{-q^2}dq}=\frac32 ,
\end{equation}
because integration by parts turns the numerator into $\frac32\int_0^\infty q^2e^{-q^2}dq$. Therefore
\begin{equation}
\frac{D}{D_0}=1-\frac{10}3\cdot\frac32\,\alpha kT=1-5\alpha kT+O\!\left((\alpha kT)^2\right),
\label{result}
\end{equation}
which answers part (a).

Two remarks fix the meaning of the 5. First, putting the momentum mass $\hbar k/v=m s$ in place of the curvature mass in the same average over the electrons would mean averaging $1/s$, and the loss would be $2\alpha\cdot\frac32kT=3\alpha kT$. The missing $2\alpha kT$ is the extra slowing when an electron is pushed along its own motion.

Secondly, the density is held fixed. At fixed chemical potential the Boltzmann factor is $e^{-E/kT}\approx e^{-x}(1+ax^2)$ with $a=\alpha kT$. Since $\langle x^2\rangle_0=\frac52\cdot\frac32=\frac{15}4$, the density rises by the fraction $\frac{15}4a$, and $D$ changes by $\frac{15}4a-5a=-\frac54a$. The number 5 thus belongs to a given number of carriers.

\subsection*{The next order}

With $s=\sqrt{1+4ax}$, the binomial series gives $1/s=1-2ax+6a^2x^2$ and $1/s^3=1-6ax+30a^2x^2$ to second order, so
\begin{equation}
C=1-\frac{10}3ax+14a^2x^2+\dots
\end{equation}
Now the change of the distribution is needed in the linear term. With the weight $e^{-x}(1+ax^2)$,
\begin{equation}
\langle x\rangle=\langle x\rangle_0+a\left(\langle x^3\rangle_0-\langle x\rangle_0\langle x^2\rangle_0\right)
=\frac32+a\left(\frac{105}8-\frac{45}8\right)=\frac32+\frac{15}2a ,
\end{equation}
where $\langle x^3\rangle_0=\frac72\cdot\frac{15}4$. Collecting terms,
\begin{equation}
\frac D{D_0}=1-5a+\left(-25+\frac{105}2\right)a^2+\dots=1-5a+\frac{55}2a^2+\dots
\label{second}
\end{equation}
The second term is $5.5a$ times the first, so the simple result needs $5.5\,\alpha kT\ll1$, a stricter demand than $\alpha kT\ll1$ suggests. The coefficient $55/2$ also belongs to the Kane law in particular. That law implies a term $2\alpha^2\gamma^3$ in $E$, and a band with a different cubic term has a different second-order loss, while the 5 is unchanged.

\subsection*{Numbers}

At 300 K, $kT=25.85$ meV, and $\alpha kT=0.5\times0.02585=0.01293$. The first-order loss is
\begin{equation}
5\alpha kT=5\times0.01293=6.46\,\% .
\end{equation}
The second-order term returns $0.46\,\%$ of $D_0$, which leaves $6.00\,\%$. The thermal average of (\ref{Cs}) without expansion gives $6.04\,\%$. A direct sum of the current over a three-dimensional momentum grid after a small push, with ellipsoidal valleys in three orientations, gives the same $6.04\,\%$. The momentum mass, averaged over the electrons in the same way, would have given $3.76\,\%$.

For the index, the intraband $D$ is used at 1550 nm as an illustration of size. In silicon itself this step fails, for a reason given under ``Photon energy'' below. The masses and density are rough values like those of electrons in silicon: $m_l=0.92\,m_0$, $m_t=0.19\,m_0$, six valleys, $n=10^{17}$ cm$^{-3}$ and a background index $n_r=3.48$. Then
\begin{equation}
\frac{m_c}{m_0}=\frac3{1/0.92+2/0.19}=0.258 .
\end{equation}
The optical mass $m_c/\langle C\rangle$ rises to $0.258/(1-0.0604)=0.275$ in units of $m_0$.

The carriers add $i\sigma/\varepsilon_0\omega=-D/\varepsilon_0\omega^2$ to the dielectric function $n_r^2$. Since $\delta(n_r^2)=2n_r\,\Delta n_r$ for a small change,
\begin{equation}
\Delta n_r=-\frac{D}{2n_r\varepsilon_0\omega^2}.
\end{equation}
At 1550 nm, $\omega=1.215\times10^{15}$ rad/s. The parabolic weight $D_0=1.091\times10^{16}$ S/(m\,s) gives $\Delta n_r=-1.20\times10^{-4}$, and the full Kane weight $1.025\times10^{16}$ S/(m\,s) gives $-1.13\times10^{-4}$. In this intraband formula, at fixed density, wavelength and background index, the fractional loss of index change equals that of $D$.

\subsection*{What the model leaves out}

\emph{Scattering.} With collisions, $\omega^2$ in the index formula becomes $\omega^2+1/\tau^2$. A rough mobility of 800 cm$^2$/Vs gives $\tau=\mu m_c/e\approx120$ fs, and $1/(\omega\tau)^2$ is $0.005\,\%$, which is negligible here.

\emph{Photon energy.} The band-edge mass comes from coupling to other bands, and this coupling responds differently at 0.80 eV than at zero frequency. For an estimate, let one filled band at a distance $\Delta$ below supply the whole coupling, with real momentum matrix element $p$. For independent electrons, the added carrier contributes its own current. Driven by $\delta k=K\cos\omega t$, its small amplitude $c$ in the lower state obeys
\begin{equation}
i\hbar\dot c=-\Delta\,c+\frac{\hbar Kp}{m_0}\cos\omega t .
\end{equation}
Write $c=u+iw$. The imaginary part gives $\hbar\dot u=-\Delta w$, and the real part gives $-\hbar\dot w=-\Delta u+(\hbar Kp/m_0)\cos\omega t$. Eliminating $w$,
\begin{equation}
\frac{\hbar^2\ddot u}{\Delta}+\Delta u=\frac{\hbar Kp}{m_0}\cos\omega t,\qquad
u=\frac{\hbar Kp}{m_0}\,\frac{\Delta}{\Delta^2-\hbar^2\omega^2}\cos\omega t .
\end{equation}
The velocity is $\hbar\,\delta k/m_0+2pu/m_0$. Its ratio to $\hbar\,\delta k$ is an inverse mass:
\begin{equation}
\frac1{m(\omega)}=\frac1{m_0}+\frac{2p^2}{m_0^2}\frac{\Delta}{\Delta^2-\hbar^2\omega^2}.
\end{equation}
At $\omega=0$ it must equal $1/m_c$, which fixes $2p^2/(m_0^2\Delta)=1/m_c-1/m_0$. The fractional increase over the static value is then
\begin{equation}
\frac{m_c}{m(\omega)}-1=\left(1-\frac{m_c}{m_0}\right)\frac{\hbar^2\omega^2}{\Delta^2-\hbar^2\omega^2}
=0.742\times\frac{0.640}{16-0.640}=3.1\,\%
\end{equation}
for a rough gap $\Delta=4$ eV. This has the opposite sign to the static nonparabolic loss and about half its size.

In silicon a nearer band matters more. A second conduction band lies only about 0.5 eV above the valley minimum. On the valley axis the momentum operator does not couple it to the lowest conduction band, so it does not affect the band-edge mass. Away from the axis the coupling grows, and it supplies much of the nonparabolicity. By the same calculation as above, the response through a gap $\Delta$ is the static one times $\Delta^2/(\Delta^2-\hbar^2\omega^2)$. For $\Delta=0.5$ eV and a photon energy of 0.80 eV this factor is $0.25/(0.25-0.64)=-0.64$. The gap varies along the valley axis, so a single value gives only an estimate. In this estimate that part of the nonparabolic correction changes sign, and the static loss cannot be carried over to silicon at 1550 nm.

\emph{Comparison with a silicon device.} The chosen $\alpha$, masses and mobility are rough typical values, and $10^{17}$ cm$^{-3}$ is a moderate modulator density. Of the limits estimated here, the photon energy is the most serious. It raises the band-edge response by about $3\,\%$ in the one-band estimate above, and through the nearby conduction band it can cancel or reverse the nonparabolic loss. The static loss itself also depends on the model. Replacing the single $\alpha$ for all directions by the form in Variation 2 lowers it by about $1.6$ percentage points if the value of $\alpha$ is kept. If $\alpha$ is instead chosen so that both forms have the same effective density of states at 300 K (about $0.95$ per eV for the transverse form), the loss rises to about $8\,\%$, so even the direction of this shift depends on how $\alpha$ was fitted. At 400 K, with $\alpha$ and the band-edge masses held fixed, the full Kane loss is $7.9\,\%$ instead of $6.0\,\%$. Holes, which also contribute to the index change in many modulators, are not described by this electron model. The $6\,\%$ is therefore the low-frequency loss of the Kane model, and not a prediction for the index of a silicon modulator at 1550 nm.

\section*{Variation 1: degenerate electrons}

\emph{How does the loss change when Fermi statistics matter?}

Equation (\ref{C1}) did not use Boltzmann statistics, and the argument about the normalized distribution holds for any filling. At fixed density the first-order loss is
\begin{equation}
1-\frac D{D_0}=\frac{10}3\alpha\langle\gamma\rangle_0 ,
\end{equation}
with the average over the parabolic Fermi distribution. At zero temperature $\langle\gamma\rangle_0=\frac35E_F$, and the loss is $2\alpha E_F$.

A separate route confirms this limit. For a filled sphere of radius $\kappa_F$, the divergence theorem turns the integral of $\nabla^2_\kappa E$ into $4\pi\kappa_F^2\,dE/d\kappa$ at the surface, where $dE/d\kappa=\hbar^2\kappa_F/(m_0s_F)$ and $s_F=1+2\alpha E_F$. Dividing by the volume $\frac43\pi\kappa_F^3$ and using (\ref{C}),
\begin{equation}
\langle C\rangle=\frac{m_0}{3\hbar^2}\cdot\frac{3}{\kappa_F}\cdot\frac{\hbar^2\kappa_F}{m_0s_F}=\frac1{1+2\alpha E_F}.
\end{equation}
For cold, degenerate electrons in a Kane band the momentum mass at the Fermi surface is thus the right one. A general occupation $f(E)$ is a superposition of filled spheres with weights $-\partial f/\partial E$, and the volume of each sphere is proportional to $\gamma^{3/2}$. Hence $\langle C\rangle$ is the average of $1/s$ with the weight $\gamma^{3/2}(-\partial f/\partial E)\,dE$. For Boltzmann electrons this weight gives a mean energy $\frac52kT$ in the parabolic limit and the loss $2\alpha\cdot\frac52kT=5\alpha kT$. The momentum mass therefore also gives the thermal result, provided it is averaged with this weight and not with the occupation itself.

Near the nondegenerate limit, expand the Fermi function as $ze^{-x}-z^2e^{-2x}$, with $z=e^{\mu/kT}$ and $\mu$ the chemical potential. Replacing $e^{-x}$ by $e^{-2x}$ divides the density integral by $2^{3/2}$ and the energy integral by $2^{5/2}$, so
\begin{equation}
\langle\gamma\rangle_0=\frac32kT\,\frac{1-z/2^{5/2}}{1-z/2^{3/2}}\approx\frac32kT\left(1+\frac{n}{2^{5/2}N_c}\right),
\end{equation}
where $z\approx n/N_c$ and $N_c$ is the effective density of states of all valleys, here $2.74\times10^{19}$ cm$^{-3}$. At $10^{17}$ cm$^{-3}$ the bracket differs from 1 by less than $0.1\,\%$, and the full Kane loss stays at $6.04$ to $6.05\,\%$. At $10^{19}$ cm$^{-3}$ the bracket is $1.06$, and the computed full loss is $6.39\,\%$. The Pauli principle pushes electrons to higher energies, where the band is heavier.

\section*{Variation 2: nonparabolic transverse motion}

\emph{Suppose that the motion along the valley axis stays parabolic and that the transverse motion alone obeys the Kane law. What is the loss for nondegenerate electrons?}

Now $E=\gamma_l+E_t$ with $E_t(1+\alpha E_t)=\gamma_t$, where $\gamma_l$ and $\gamma_t$ are the longitudinal and transverse parts of $\gamma$. The longitudinal mass is unchanged. For the transverse directions, $E_t=\gamma_t-\alpha\gamma_t^2+\dots$, and the average over two directions is half the two-dimensional Laplacian. With $\gamma_t=\hbar^2\kappa_t^2/2m_0$ and $\nabla^2\kappa_t^4=16\kappa_t^2$ in two dimensions, the correction to the transverse factor is
\begin{equation}
-\alpha\,\frac{m_0}{2\hbar^2}\left(\frac{\hbar^2}{2m_0}\right)^2 16\kappa_t^2
=-\frac{2\alpha\hbar^2\kappa_t^2}{m_0}=-4\alpha\gamma_t .
\end{equation}
Two quadratic degrees of freedom have $\langle\gamma_t\rangle_0=kT$, so the transverse inverse mass falls by $4\alpha kT$. Its share of $1/m_c$ is
\begin{equation}
\frac{2/m_t}{1/m_l+2/m_t}=0.906 .
\end{equation}
The total first-order loss is $4\times0.906\times0.01293=4.69\,\%$, and the average without expansion gives $4.41\,\%$. At the same $\alpha$, the isotropic Kane form gave $6.46\,\%$ and $6.04\,\%$. A quoted $\alpha$ therefore fixes the correction to the low-frequency Drude weight only together with the form of the dispersion in which it is defined.

\section*{Table of computed values}
\begin{verbatim}
alpha = 0.50 1/eV
temperature = 300 K
kT = 25.852 meV
alpha kT = 0.012926 (dimensionless)
first-order loss 5 alpha kT = 6.463 %
loss to second order = 6.004 %
full Kane loss, radial average = 6.041 %
full Kane loss, kicked 3D grid = 6.041 %
loss/(alpha kT) at alpha kT = 1e-4: 4.99725
same with momentum mass: 2.99925
momentum-mass loss in example = 3.756 %
longitudinal mass = 0.92 m0
transverse mass = 0.19 m0
conductivity mass m_c = 0.2583 m0
optical mass, full Kane = 0.2749 m0
electron density = 1.0e+17 cm^-3
effective density of states = 2.744e+19 cm^-3
Drude weight, parabolic = 1.0909e+16 S/(m s)
Drude weight, first order = 1.0203e+16 S/(m s)
Drude weight, full Kane = 1.0250e+16 S/(m s)
wavelength = 1550 nm
photon energy = 0.7999 eV
angular frequency = 1.2153e+15 rad/s
background index = 3.48
index change, parabolic = -1.1986e-04
index change, first order = -1.1211e-04
index change, full Kane = -1.1262e-04
Neglected effects:
loss with Fermi statistics, 1e17 cm^-3 = 6.045 %
loss with Fermi statistics, 1e19 cm^-3 = 6.387 %
full Kane loss at 400 K = 7.887 %
mobility = 800 cm2/Vs
scattering time = 117.5 fs
scattering correction 1/(omega tau)^2 = 0.0049 %
transverse share of 1/m_c = 0.9064
first-order loss, transverse only = 4.686 %
full loss, transverse only = 4.408 %
rough vertical gap = 4.0 eV
interband increase of response = 3.089 %
\end{verbatim}
